# Electron-Addition Energies of a Metallic Nanocrystal in Silicon Dioxide

## Problem

A metallic nanocrystal, a sphere of diameter $D=5$ nm, is fully embedded in silicon dioxide. It can store charge like the floating gate of a memory cell. Electrons are added one at a time. Let $E(N)$ be the energy of the particle and its surroundings with $N$ excess electrons, and define the $N$th addition energy as

$$\mu(N)=E(N)-E(N-1).$$

Find the spacing $\Delta=\mu(N+1)-\mu(N)$ between successive addition energies. Then decide how far the answer survives in a memory cell with 4 nm of tunnel oxide below the particle and 10 nm of control oxide above it, at 300 K.

The first part treats the particle as isolated: the oxide extends so far in all directions that no electrode matters. The oxide is a linear dielectric with static relative permittivity $\varepsilon_r=3.9$, and $\varepsilon=\varepsilon_0\varepsilon_r$. The metal has a sharp surface of radius $R=D/2=2.5$ nm. Its single-particle levels are taken to be so dense that moving from one to the next costs nothing. Energies are measured from the Fermi level of the neutral particle, and $e>0$, so an electron carries charge $-e$.

## First estimate by scaling

The spacing measures how much harder it is to add an electron because one more is already there. It is a repulsion between two elementary charges, so it must be proportional to $e^2$. In a linear dielectric the field of a given free charge is reduced by $\varepsilon_r$. The sphere supplies the only length. Hence

$$\Delta\sim\frac{e^2}{4\pi\varepsilon_0\varepsilon_r L},$$

where $L$ is a length of the order of the particle size. Scaling cannot say whether $L$ is the radius, the diameter or something between. Two electrons on a sphere can be at most one diameter apart, so take $L=D$. With $e/(4\pi\varepsilon_0)=1.440$ V nm,

$$\Delta\sim\frac{1.440\ \text{eV nm}}{3.9\times5.0\ \text{nm}}\approx0.074\ \text{eV}.$$

Because $D$ is the largest possible separation, this choice leans towards a low value. The estimate fixes the dependence on size and permittivity, but leaves a numerical factor open.

## Exact solution for the isolated sphere

**Field and potential.** Let the sphere carry free charge $Q$. In equilibrium there is no field inside the metal, so the charge sits on the surface. The surroundings have spherical symmetry, so it is spread uniformly. Apply Gauss's law for free charge to a concentric sphere of radius $r>R$:

$$4\pi r^2\,\varepsilon F(r)=Q
\quad\Longrightarrow\quad
F(r)=\frac{Q}{4\pi\varepsilon r^2}.$$

The potential, zero at infinity, is at the surface

$$V=\int_R^\infty F(r)\,dr
=\frac{Q}{4\pi\varepsilon}\left[-\frac1r\right]_R^\infty
=\frac{Q}{4\pi\varepsilon R}.$$

The whole interior has this potential, because the field there vanishes. The capacitance is therefore

$$C=\frac QV=4\pi\varepsilon_0\varepsilon_rR .$$

For the given sphere $C=1.085$ aF. The second conductor of this capacitor is the distant surroundings.

**Energy.** Bring the charge up in small portions. When the sphere already holds $q$, its potential is $q/C$, and the next portion $dq$ requires work $(q/C)\,dq$. The total is

$$E_{\rm el}=\int_0^Q\frac qC\,dq=\frac{Q^2}{2C}.$$

This work includes the work of polarizing the oxide. The energy stored in the field confirms it:

$$\int_R^\infty\frac{\varepsilon F^2}{2}\,4\pi r^2dr
=\frac{Q^2}{8\pi\varepsilon}\int_R^\infty\frac{dr}{r^2}
=\frac{Q^2}{8\pi\varepsilon R}=\frac{Q^2}{2C}.$$

**Addition energies.** With $N$ excess electrons $Q=-Ne$. The sign disappears on squaring, so $E(N)=N^2e^2/(2C)$. Subtract the energy for one electron fewer:

$$\mu(N)=\frac{e^2}{2C}\left[N^2-(N-1)^2\right]
=\frac{e^2}{2C}(2N-1)
=\left(N-\frac12\right)\frac{e^2}{C}.$$

The next difference is

$$\Delta=\left(N+\frac12\right)\frac{e^2}{C}-\left(N-\frac12\right)\frac{e^2}{C}
=\frac{e^2}{C}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_rR}.$$

It does not depend on $N$: the addition energies form an evenly spaced ladder. Numerically,

$$\Delta=\frac{1.440\ \text{eV nm}}{3.9\times2.5\ \text{nm}}=0.148\ \text{eV}\approx0.15\ \text{eV}.$$

Equivalently, each added electron shifts the electrostatic potential of the particle by 0.148 V in the negative direction.

**The half step at the start.** The first four addition energies are 0.074, 0.222, 0.369 and 0.517 eV. The first is only $e^2/(2C)$, because the first electron meets a neutral particle and pays only for the field that it creates itself. The second pays the same amount again, plus $e^2/C$ for its repulsion from the first. The quantity $e^2/(2C)$ is thus the energy of one stored electron, while $e^2/C$ is the distance between rungs.

The ladder also continues below zero: $\mu(0)=E(0)-E(-1)=-e^2/(2C)$. The neutral particle's Fermi level lies midway between the rungs $\mu(0)$ and $\mu(1)$, which are again $e^2/C$ apart.

If each electron also has a constant energy $w$, set for instance by the work function or by another choice of zero, then $E(N)$ gains $Nw$ and every $\mu(N)$ gains $w$. The spacing is unchanged.

## Comparison of the two results

The scaling estimate has the correct dependence on $e$, $\varepsilon_r$ and size. It is too small by a factor of two because the length in the exact result is the radius, not the diameter. The interaction energy of two electrons whose charge is spread over the whole surface is $e$ times the potential $e/(4\pi\varepsilon R)$. The diameter would be right for two point charges fixed one diameter apart in uniform oxide, but the charge of electrons added to a metal sphere spreads over its surface.

The estimate happens to equal $e^2/(2C)$, since $D=2R$. That does not make it a calculation of the first addition energy; it was an estimate of a repulsion with the wrong length.

Both results vary as $1/D$. With the permittivity held fixed, a diameter of 4.5 nm gives 0.164 eV and one of 5.5 nm gives 0.134 eV. A variation of 10% in size therefore moves the spacing by roughly 10% the other way. Without the dielectric, $\varepsilon_r=1$, the same sphere would have a spacing of $1.440/2.5\approx0.58$ eV; the oxide's polarization screens away about three quarters of it.

## The particle in a memory cell

**One nearby electrode.** Replace the channel by a grounded metal plane at distance $h$ from the centre of the sphere. Its effect on the potential outside the plane is that of an opposite image charge, at distance $2h$ from the centre. Treat this image as a point charge $-Q$. Two facts give the potential of the sphere:

- The image potential has no source inside the sphere, so its average over the spherical surface equals its value at the centre, $-Q/(4\pi\varepsilon\,2h)$.
- The surface average of the potential due to any one charge element on the sphere is the potential that a uniform unit shell would produce at that element, multiplied by the element's charge. Adding all elements gives $Q/(4\pi\varepsilon R)$, even when the surface charge is uneven.

The metal surface is an equipotential, so its potential equals this average:

$$V\approx\frac{Q}{4\pi\varepsilon}\left(\frac1R-\frac1{2h}\right).$$

The approximation lies in treating the image as a centred point charge. Since $\Delta=e^2V/Q$,

$$\Delta_1\approx\frac{e^2}{4\pi\varepsilon R}\left(1-\frac{R}{2h}\right).$$

The opposite charge drawn onto the electrode makes room for the next electron. Here $h=4.0+2.5=6.5$ nm, and

$$\Delta_1\approx0.1477\left(1-\frac{2.5}{13}\right)\ \text{eV}=0.1193\ \text{eV}.$$

A numerical solution that makes the sphere an equipotential and the plane grounded gives 0.1191 eV, so the point image is adequate here. To keep the reduction at 5%, the formula requires $R/(2h)=0.05$, or $h=10R=25$ nm. That means 22.5 nm of oxide between particle and plane.

**Two electrodes.** Add a grounded gate plane, at distance $L=4+5+10=19$ nm from the channel plane. Put the channel at height 0 and the particle's centre at height $h$. Reflection in the channel turns a height $z$ into $-z$; reflection in the gate turns it into $2L-z$. Each reflection reverses the charge. Repeated reflections give charges $+Q$ at $h+2mL$ and $-Q$ at $-h+2mL$, for all integers $m$. The term $+Q$ with $m=0$ is the particle itself. Adding the others at its centre gives

$$\frac{\Delta_2}{\Delta}\approx1-\frac{R}{2h}
+R\sum_{m=1}^{\infty}\left[\frac1{mL}-\frac1{2mL-2h}-\frac1{2mL+2h}\right].$$

The first term in the bracket comes from the two positive images at distance $2mL$. The bracket must be summed as a whole, because its separate parts diverge. The result is 0.1162 eV, against 0.1161 eV from the numerical solution. The two planes together lower the isolated value by 21%. The channel alone lowers it by 19% and the gate alone by 10%. The two reductions do not add: once the channel is present, the gate removes only about 2% more of the isolated value.

A gate voltage does not alter this spacing in the linear model. It adds to $V$ a term independent of $Q$, and so shifts all addition energies equally.

**Relation to real devices.** A cell with the given dimensions does not satisfy the assumption of an isolated particle: with both electrodes treated as metals, the spacing falls from about 0.15 to about 0.12 eV. A silicon channel with few mobile carriers screens less completely than a metal, which weakens this reduction. Neighbouring nanocrystals, absent from the model, add screening of their own. The value 0.15 eV thus belongs to a particle deep in oxide, and not to this cell.

## Level gaps, heat, field and leakage

**Single-particle levels.** If successive electrons enter levels of energy $\eta_N$, then $\mu(N)$ gains $\eta_N$, and the spacing becomes

$$\Delta_N=\frac{e^2}{C}+\eta_{N+1}-\eta_N .$$

In a free-electron metal the number of electrons with energy below $\eta$ grows as $\eta^{3/2}$. For $n$ conduction electrons and Fermi energy $E_F$, the density of electron states at $E_F$ is therefore $3n/(2E_F)$. Two spin states share each level, so the density of levels is half of this and the mean gap is

$$\delta=\frac{4E_F}{3n}.$$

A round density of 60 conduction electrons per nm³ gives $n=3927$ and $E_F=5.59$ eV, hence $\delta=1.9$ meV. This is about 1% of the charging spacing. At fixed density $\delta$ varies as $R^{-3}$ while $e^2/C$ varies as $R^{-1}$, so level gaps gain weight in smaller particles.

The mean hides a feature of the perfect sphere. Levels that differ only in the orientation of their angular momentum coincide, so the levels bunch into degenerate shells. For free electrons in a hard-walled sphere, the mean distance between shells near the Fermi level is 49 meV, and the largest within 0.5 eV of it is 174 meV. That exceeds the charging spacing. While a shell is filling, the level term is zero and the ladder is even; where a shell closes at the largest gap, the spacing would be about $0.148+0.174=0.32$ eV. With $n=3927$ that closing lies about 150 electrons above neutrality, far more than the oxide can withstand, but a conduction-electron density only 4% higher would place it at the neutral particle. The size of this gap depends on the wall: in a well about 9 eV deep, with an electron mass of 0.4 free masses outside, the mean distance between shells stays near 48 meV, but the gap at the same closing shrinks to about 100 meV, somewhat below the charging spacing. The even ladder therefore needs more than a small mean gap: either the additions cross no shell gap comparable with the charging spacing, or an irregular shape splits the shells enough to spread their levels out. How much irregularity suffices is not calculated here.

**Temperature.** At 300 K, $kT=0.0259$ eV, so the isolated spacing is $5.7\,kT$. Suppose that the particle exchanges electrons with a reservoir, and that a gate voltage is set so that $N_0$ electrons give the lowest energy, with $N_0-1$ and $N_0+1$ equally costly. The gate adds a term linear in $N$; completing the square turns the energy into $(N-N_0)^2e^2/(2C)$ plus a constant. With dense metallic levels, the probability of finding exactly $N_0$ electrons is

$$P_0=\left[\sum_{j=-\infty}^{\infty}\exp\left(-\frac{j^2e^2}{2CkT}\right)\right]^{-1}.$$

The terms $j=\pm1$ each contribute $e^{-5.71/2}\approx0.058$, and the later ones are negligible, so $P_0\approx1/1.115\approx0.90$. The charge steps are visible at room temperature but blurred. In the cell the spacing is only $4.5\,kT$, and the same sum gives roughly 0.8. The steps are then largely smoothed out: the mean charge rises without flat plateaus as the gate voltage changes, and its slope varies by about a fifth either way around the average.

**Oxide field.** One excess electron on the isolated sphere produces a surface field of magnitude

$$\frac{e}{4\pi\varepsilon R^2}=\frac{1.440\ \text{V nm}}{3.9\times(2.5\ \text{nm})^2}=0.059\ \text{V/nm}=0.59\ \text{MV/cm}.$$

A rough breakdown field for the oxide is 10 MV/cm, which would be reached at $10/0.59\approx17$ electrons. The linear ladder should not be continued that far. In a cell the nearby electrode draws the stored charge towards the facing side of the particle, which raises the field there, and the gate field can add to it. The limit can therefore come earlier.

**Tunnelling.** A whole number of stored electrons has meaning only if they leak slowly. In the oxide, an electron at an energy $\Phi$ below the top of the barrier obeys $\psi''=\kappa^2\psi$, with $\kappa=\sqrt{2m^*\Phi}/\hbar$. Its amplitude decays as $e^{-\kappa x}$, and its probability as $e^{-2\kappa x}$. The rough values $\Phi=3.5$ eV and $m^*=0.4$ electron masses give $\kappa=6.06$ nm⁻¹, so across 4 nm the factor is $e^{-2\times6.06\times4}\approx9\times10^{-22}$. Matching $\psi$ and $\psi'/m$ at both faces of a flat barrier between identical free-electron metals of the density above, with $m$ the free mass in the metal and $m^*$ in the oxide, gives $3.3\times10^{-21}$, about four times as much. The exponential thus sets the order of magnitude, but not the prefactor. It is itself very sensitive to the rough inputs: $m^*=0.5$ lowers it to $3\times10^{-24}$, and $\Phi=3.1$ eV raises it to $1.5\times10^{-20}$. The lifetimes below change in inverse proportion.

An electron moving at the Fermi speed straight towards the channel and back makes about $1.4\times10^{14}$ round trips a second. Multiplying by the exponential factor gives the escape rate. Its inverse is a lifetime of order $10^7$ s for this motion, or about $2\times10^6$ s with the matched transmission. The corresponding level width, $\hbar$ divided by the lifetime, is of order $10^{-22}$ eV and does not blur the ladder. An electron moving obliquely escapes more slowly, because the energy of its motion along the surface does not help it through the barrier. The lifetime for straight motion is therefore not the retention time of a stored charge, which also depends on how many electrons can find empty states outside and on the curvature of the particle.

These figures hold at zero bias, for a metal electrode and an oxide without defects. Traps in a real oxide can shorten the lifetime, and a silicon channel offers no states at energies inside its band gap. A writing voltage tilts the barrier and can speed up the transfer greatly. The long lifetime also qualifies the thermal result: $P_0$ describes equilibrium with a reservoir, which a particle behind 4 nm of unbiased oxide approaches very slowly. The numerical output lists the values used here.

## Table of computed values

```
Nanocrystal diameter: 5.0 nm
Nanocrystal radius: 2.50 nm
Oxide relative permittivity: 3.9 (no unit)
e/(4 pi eps0): 1.4400 V nm
Isolated capacitance: 1.0848 aF
Addition energy, electron 1: 0.0738 eV
Addition energy, electron 2: 0.2215 eV
Addition energy, electron 3: 0.3692 eV
Addition energy, electron 4: 0.5169 eV
Addition spacing e^2/C: 0.1477 eV
Half spacing e^2/(2C): 0.0738 eV
Spacing for 4.5 nm diameter: 0.1641 eV
Spacing for 5.5 nm diameter: 0.1343 eV
Tunnel oxide: 4.0 nm
Control oxide: 10.0 nm
Centre to channel plane: 6.50 nm
Distance between planes: 19.0 nm
Spacing, one plane, image estimate: 0.1193 eV
Spacing, one plane, numerical: 0.1191 eV
Spacing, two planes, image estimate: 0.1162 eV
Spacing, two planes, numerical: 0.1161 eV
Reduction by two planes: 21.4 %
Oxide for 5% reduction by one plane: 22.5 nm
Conduction-electron density: 60 nm^-3
Conduction electrons in particle: 3927
Free-electron Fermi energy: 5.59 eV
Mean level gap, formula: 1.90 meV
Mean level gap, sphere count: 1.93 meV
Mean gap between sphere shells: 49.0 meV
Largest shell gap within 0.5 eV of Fermi level: 173.7 meV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Isolated spacing / kT: 5.71 (no unit)
Two-plane spacing / kT: 4.49 (no unit)
Plateau-centre probability, isolated: 0.897 (no unit)
Surface field per electron: 0.591 MV/cm
Rough breakdown field: 10 MV/cm
Electrons to reach that field: 16.9
Tunnel barrier: 3.5 eV
Oxide tunnelling mass: 0.4 electron masses
Decay constant kappa: 6.06 nm^-1
Tunnelling factor: 8.7e-22 (no unit)
Matched-wave transmission: 3.3e-21 (no unit)
Attempt rate: 1.4e+14 s^-1
Rough zero-bias lifetime: 8.2e+06 s
Rough tunnelling level width: 8.0e-23 eV
```
